# The s-wave limit on electron attachment at 10 meV

**Question.** A slow electron of kinetic energy $E$ meets a heavy molecule at rest in a processing plasma. It may be attached, or it may leave with its energy unchanged. The interaction is treated as spherically symmetric and of short range; in particular, the molecule has no permanent dipole moment. Only the s wave (angular momentum zero) is considered. Use Hartree atomic units, in which $\hbar=m_e=1$, lengths are in $a_0$ and the electron's speed equals its wave number $k$.

(a) Find the rate at which the s-wave part of a plane wave flows inward, and express it as an area.

(b) Derive the loss cross section and its upper limit.

(c) Evaluate the limit at $E=10$ meV, and show that it is about 1200 Å$^2$. How does it change with energy?

(d) What is the elastic cross section when the loss is complete, and what is the largest elastic cross section?

(e) An absorbing model target is tuned to complete loss. Estimate the loss when its absorption strength is made four times smaller or four times larger.

(f) State what the number in (c) does and does not say about a real molecule.

## (a) The incoming area

**Answer.** Take the incident wave $e^{ikz}$, with unit density and flux density $k$. Its s-wave part is its average over all directions at fixed $r$. With $\mu=\cos\theta$,

$$
\frac12\int_{-1}^{1}e^{ikr\mu}\,d\mu=\frac{e^{ikr}-e^{-ikr}}{2ikr}=\frac{i}{2kr}\left(e^{-ikr}-e^{ikr}\right).
$$

The last form uses $1/i=-i$. With the time factor $e^{-iEt}$, the term $e^{-ikr}$ travels inward and $e^{ikr}$ travels outward.

The inward wave $\psi_{\rm in}=(i/2kr)e^{-ikr}$ has density $1/(4k^2r^2)$. Its radial current density is

$$
j_r=\mathrm{Im}\left(\psi_{\rm in}^*\frac{\partial\psi_{\rm in}}{\partial r}\right)=-\frac{k}{4k^2r^2}=-\frac{1}{4kr^2}.
$$

Differentiating the factor $1/r$ gives a real contribution to the bracket, which drops out of the imaginary part. The inward flow through a sphere is therefore

$$
4\pi r^2\,|j_r|=\frac{\pi}{k}.
$$

Division by the incident flux density $k$ gives the area

$$
\frac{\pi/k}{k}=\frac{\pi}{k^2}.
$$

The radius $r$ has cancelled, and no property of the target has entered. This is the area of the incident beam that supplies the s wave.

## (b) The loss cross section and its limit

**Answer.** Outside the interaction region the target can alter the outgoing wave, while the incoming wave is fixed by the beam. Write $\psi=u/r$ and let a complex number $S$ multiply the outgoing term:

$$
u=\frac{i}{2k}\left(e^{-ikr}-S\,e^{ikr}\right),\qquad
u'=\frac12\left(e^{-ikr}+S\,e^{ikr}\right).
$$

The prefactor of $u'$ follows from $(i/2k)(-ik)=1/2$. The radial current density is $\mathrm{Im}(u^*u')/r^2$, and

$$
u^*u'=-\frac{i}{4k}\left(1-|S|^2+S e^{2ikr}-S^*e^{-2ikr}\right).
$$

The last two terms are a number minus its complex conjugate, which is imaginary. Multiplied by $-i$, they become real and carry no current. Hence

$$
\mathrm{Im}(u^*u')=-\frac{1-|S|^2}{4k}.
$$

The minus sign denotes net inward flow. Multiplying its magnitude by $4\pi$ and dividing by $k$ gives

$$
\sigma_{\rm loss}=\frac{\pi}{k^2}\left(1-|S|^2\right).
$$

This counts every electron missing from the elastic channel, whether it was attached or left with a different energy. The target cannot return more electrons elastically than arrive, so $0\le|S|^2\le1$. Therefore

$$
\sigma_{\rm att}\le\sigma_{\rm loss}\le\frac{\pi}{k^2}.
$$

Attachment reaches the limit when $S=0$ and no other loss process competes.

## (c) The value at 10 meV

**Answer.** One hartree is 27.21139 eV, so

$$
E=\frac{0.0100}{27.21139}=3.67493\times10^{-4}\ \text{hartree}.
$$

From $E=k^2/2$,

$$
k^2=2E=7.34986\times10^{-4}\ a_0^{-2},\qquad k=0.02711\ a_0^{-1}.
$$

The limit is

$$
\frac{\pi}{k^2}=\frac{3.14159}{7.34986\times10^{-4}}\,a_0^2=4274\ a_0^2.
$$

Since $1\,a_0^2=0.280029$ Å$^2$,

$$
\frac{\pi}{k^2}=4274.4\times0.280029\ \text{Å}^2=1197\ \text{Å}^2\approx1200\ \text{Å}^2.
$$

The de Broglie wavelength $\lambda=2\pi/k$ provides a check. Substituting $k=2\pi/\lambda$ gives $\pi/k^2=\lambda^2/(4\pi)$. With $\lambda=122.6$ Å this is again about 1200 Å$^2$.

The area is that of a disk of radius $1/k=36.9\,a_0$. It is set by the wavelength, so it can greatly exceed the geometric size of the target. An electron with zero angular momentum is not confined to a narrow path aimed at the molecule.

Because $\pi/k^2=\pi/(2E)$, the limit is inversely proportional to energy. It is about 12 000 Å$^2$ at 1 meV and 120 Å$^2$ at 100 meV. It grows without bound as $E\to0$, but the cross section of a given target does not generally follow it. For a short-range interaction, $1-|S|^2$ generally falls in proportion to $k$ at sufficiently low energy, so the loss cross section then grows only as $1/k$.

## (d) Elastic scattering

**Answer.** The scattered wave is the full wave minus the undisturbed one. The incoming terms cancel:

$$
u-\frac{i}{2k}\left(e^{-ikr}-e^{ikr}\right)=\frac{i}{2k}(1-S)e^{ikr}.
$$

Its outward flow is $4\pi k\,|1-S|^2/(4k^2)$. Division by the incident flux density $k$ gives

$$
\sigma_{\rm el}=\frac{\pi}{k^2}|1-S|^2.
$$

At complete loss, $S=0$ and $\sigma_{\rm el}=\pi/k^2$, equal to the loss cross section. It does not vanish, because the undisturbed plane wave contains an outgoing s wave. To remove that wave, the target must produce a scattered wave that cancels it.

For the largest elastic value, use $|1-S|\le1+|S|\le2$. Equality requires $S=-1$, so

$$
\sigma_{\rm el}^{\max}=\frac{4\pi}{k^2}=4\times1197\ \text{Å}^2\approx4800\ \text{Å}^2
$$

at 10 meV. There $|S|=1$ and the loss is zero. The factor of four belongs to elastic scattering and must not be carried over to attachment.

## (e) Weaker and stronger absorption

**Answer.** Let the model potential be

$$
V(r)=-(V_0+iW)\,g(r),\qquad g(r)=e^{-r^2/a^2},\qquad W>0.
$$

The radial equation is $u''=-[k^2+2(V_0+iW)g]u$, with $u(0)=0$. It gives

$$
\frac{d}{dr}\mathrm{Im}(u^*u')=\mathrm{Im}\left(|u'|^2+u^*u''\right)=-2Wg|u|^2.
$$

Thus $W$ removes electrons. Integrate from the origin to a radius $R$ where the potential is negligible, and define $q=u'(R)/u(R)$. Since $\mathrm{Im}(u^*u')=|u|^2\,\mathrm{Im}\,q$ at $R$,

$$
\mathrm{Im}\,q=-\frac{2W}{|u(R)|^2}\int_0^R g|u|^2\,dr.
$$

Complete loss requires a purely incoming wave outside, $u\propto e^{-ikr}$, and hence $q=-ik$. Let $W_*$ be the absorption strength at which this occurs. Now change $W$ at fixed $V_0$. For a target much smaller than $1/k$ and a moderate change in $W$, neglect, as an approximation, the change in the shape of $u$ and keep the real part of $q$ at zero. Then

$$
q=-ikx,\qquad x=\frac{W}{W_*}.
$$

The outside wave from (b) gives, with $s=Se^{2ikR}$,

$$
q=\frac{u'(R)}{u(R)}=-ik\,\frac{1+s}{1-s}.
$$

Therefore $x(1-s)=1+s$, so $s=(x-1)/(x+1)$. Since $|s|=|S|$,

$$
\frac{\sigma_{\rm loss}}{\pi/k^2}=1-\left(\frac{x-1}{x+1}\right)^2=\frac{4x}{(1+x)^2}.
$$

For $x=1/4$ this is $1/(25/16)=0.64$, and for $x=4$ it is $16/25=0.64$. Both changes lower the loss. If absorption is too weak, much of the wave returns before it is removed. If it is too strong, the wave no longer matches the interior and is partly reflected.

A numerical solution at 10 meV with $a=3.0\,a_0$ bears this out. Complete loss occurs at $V_0=0.1488$ hartree and $W_*=0.0136$ hartree, where both the loss and the elastic cross section equal $\pi/k^2$ to the printed accuracy. Reducing $W$ fourfold gives a loss of 0.640 of the limit, and increasing it fourfold gives 0.644. The small departures from 0.64 give the net error in the loss. They do not show that $q=-ikx$ holds at a radius outside the potential, and in this model it does not: for $x=4$, $q/k\approx1.5-3.2i$ at $R=8\,a_0$. The assumption holds instead for the outside wave continued inward, as a free wave, to an effective radius of about $3.1\,a_0$, where its $q$ is purely imaginary for both $x=1/4$ and $x=4$. Outside the potential $q'=-q^2-k^2$, so a value $-ikx$ at one radius begins to acquire a real part at the rate $k^2(x^2-1)$ as $R$ grows. For $x=4$ this real part exceeds $k$ after about $3\,a_0$, whereas $|S|$ does not depend on $R$. The estimate is also limited to moderate $x$. It is about 5 % low at $x=10$, and at $x=100$ it gives 0.04 where the model gives 0.14.

An absorbing target need not come near the limit. In a scan of 30 pairs $(V_0,W)$, the loss ranged from 0.003 to 0.996 of $\pi/k^2$. These losses were found from the removal rate integrated over the target, and were tested against the formula in (b). The numerical output gives the smallest and the largest of them.

## (f) Reading the limit

**Answer.** The value 1200 Å$^2$ is a ceiling on the s-wave contribution at a collision energy of 10 meV. It is not a prediction of the attachment cross section. That requires $S$ and the share of the loss that leads to attachment, both of which depend on the molecule.

Three conditions matter when the ceiling is compared with data.

- **Partial waves.** A total cross section may include higher angular momenta. Their incoming flow is not counted here, so a total above 1200 Å$^2$ would not by itself contradict the s-wave limit. A real molecule without a dipole moment still attracts the electron through a polarization potential $-\alpha/2r^4$, which is not of short range. It leaves the s-wave ceiling unchanged but raises the share of the higher partial waves.

- **Spin.** Suppose the molecule has spin one half, total spin is conserved, and attachment is possible only in the singlet state. With unpolarized spins, one of the four equally likely spin states can contribute. The spin-averaged ceiling is then $1197/4\approx300$ Å$^2$.

- **Energy spread.** An energy of 10 meV is far below the typical electron energy in a processing plasma. For a Maxwellian distribution at an electron temperature of 1 eV, fewer than 0.1 % of the electrons have less than 10 meV, and the limit at the mean energy of 1.5 eV is only about 8 Å$^2$. In a plasma, the limit must be averaged over the electron energies. The rate coefficient is the average of speed times cross section. At 1.5 eV, $1/k$ is only $3.0\,a_0$, comparable to the size of a molecule, so the p wave can contribute as much as the s wave or more, and the bound below does not limit the total rate. Since the speed is $k$, its s-wave part obeys

$$
\langle k\,\sigma_{\rm att}\rangle\le\left\langle\frac{\pi}{k}\right\rangle.
$$

Inserting the mean energy into $\pi/k^2$ does not replace this average, because the bound is not linear in energy.

## Computed results

```
Electron energy: 10.0 meV
Hartree energy: 27.21139 eV
Electron energy: 3.67493e-04 hartree
k squared: 7.34986e-04 a0^-2
Wave number k: 0.02711 a0^-1
Disk radius 1/k: 36.89 a0
De Broglie wavelength: 122.6 angstrom
Limit pi/k^2: 4274.4 a0^2
One a0^2: 0.280029 angstrom^2
Limit pi/k^2: 1196.9 angstrom^2
Area from plane-wave projection: 4274.4 a0^2
Limit at 1 meV: 11969.4 angstrom^2
Limit at 100 meV: 119.7 angstrom^2
Model range a: 3.0 a0
Scan, number of targets: 30
Scan, smallest loss/limit: 0.0026
Scan, largest loss/limit: 0.9957
Complete loss, V0: 0.14875 hartree
Complete loss, W: 0.01359 hartree
Complete loss, loss/limit: 1.00000
Complete loss, elastic/limit: 1.0000
W four times smaller, loss/limit: 0.6402
W four times larger, loss/limit: 0.6438
Real well with S = -1, V0: 0.14991 hartree
Real well with S = -1, elastic/limit: 4.0000
```
